# Critical Donor Spacing from Bandwidth and On-Site Repulsion: verification in Python

```python
# RESULT UNDER TEST
# Simple cubic lattice of donors, one electron and one frozen 1s orbital each.
# Setting the tight-binding bandwidth 12 K(R) equal to the on-site repulsion
# U = 5/8 gives (1+R) exp(-R) = 5/96 and n_c^(1/3) a = 1/R near 0.21.
# Effective atomic units: length a (donor Bohr radius), energy e^2/(4 pi eps0 kappa a).
# R: donor spacing; K = <A|1/r_A|B>: resonance integral; S: overlap;
# J = <A|1/r_B|A>: attraction of cloud A to the other core;
# V: repulsion of two neighbouring electron clouds.
import numpy as np
from numpy.polynomial import laguerre, legendre
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize
from scipy.special import lambertw


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def gauss(lower, upper, count=60):
    x, w = legendre.leggauss(count)
    return 0.5 * (upper - lower) * x + 0.5 * (upper + lower), 0.5 * (upper - lower) * w


UNIT_X, UNIT_W = gauss(0.0, 1.0)


def two_centre(function, R):
    """Volume integral of function(r, s); r and s are distances from A and B."""
    total = 0.0
    for lower, upper in ((0.0, R), (R, R + 8.0), (R + 8.0, R + 30.0)):
        r, wr = gauss(lower, upper)
        low = np.abs(r - R)[:, None]
        length = (r + R)[:, None] - low
        s = low + length * UNIT_X
        values = function(r[:, None], s) * r[:, None] * s * length * UNIT_W
        total += np.sum(wr[:, None] * values)
    return 2 * np.pi / R * total


def K(R):
    return (1 + R) * np.exp(-R)


def S(R):
    return (1 + R + R**2 / 3) * np.exp(-R)


def J(R):
    return 1 / R - (1 + 1 / R) * np.exp(-2 * R)


def cloud_potential(r):
    return 1 / r - (1 + 1 / r) * np.exp(-2 * r)


def V(R):
    return two_centre(lambda r, s: np.exp(-2 * r) / np.pi * cloud_potential(s), R)


def pair_hopping(R):
    return (K(R) - S(R) * J(R)) / (1 - S(R)**2)


# --- two-centre integrals and the full off-diagonal matrix element
def K_quadrature(R):
    return two_centre(lambda r, s: np.exp(-r - s) / (np.pi * r), R)


def matrix_elements(R):
    """H_AA, H_AB and S for -(1/2)Laplacian - 1/r_A - 1/r_B, by quadrature."""
    overlap = two_centre(lambda r, s: np.exp(-r - s) / np.pi, R)
    h_ab = two_centre(lambda r, s: np.exp(-r - s) / np.pi
                      * (0.5 * (r**2 + s**2 - R**2) / (2 * r * s) - 1 / r - 1 / s), R)
    h_aa = two_centre(lambda r, s: np.exp(-2 * r) / np.pi
                      * (0.5 - 1 / r - 1 / s), R)
    return h_aa, h_ab, overlap


for distance in (2.0, 4.7):
    h_aa, h_ab, overlap = matrix_elements(distance)
    assert abs(K_quadrature(distance) - K(distance)) < 1e-8
    assert abs(overlap - S(distance)) < 1e-8
    assert abs(h_aa - (-0.5 - J(distance))) < 1e-8
    assert abs(h_ab - (-0.5 * S(distance) - K(distance))) < 1e-8
    pair = eigh([[h_aa, h_ab], [h_ab, h_aa]], [[1, overlap], [overlap, 1]],
                eigvals_only=True)
    assert abs(0.5 * (pair[1] - pair[0]) - pair_hopping(distance)) < 1e-7


# --- on-site repulsion from a double radial integral
def radial_repulsion(density_1, density_2):
    total = 0.0
    for lower, upper in ((0, 2), (2, 10), (10, 30), (30, 90)):
        r, w = gauss(lower, upper)
        inner = r[:, None] * UNIT_X
        charge_1 = r * (density_1(inner) @ UNIT_W)
        charge_2 = r * (density_2(inner) @ UNIT_W)
        total += np.sum(w / r * (density_1(r) * charge_2 + density_2(r) * charge_1))
    return total


def radial_1s(r):
    return 4 * r**2 * np.exp(-2 * r)


U = 5 / 8
assert abs(radial_repulsion(radial_1s, radial_1s) - U) < 1e-7
assert abs(quad(lambda r: radial_1s(r) * cloud_potential(r), 1e-9, 40)[0] - U) < 1e-7


# --- threshold: closed form against root-finding on the quadrature integral
def threshold(hopping, repulsion=lambda R: U, lowest=2.0):
    return brentq(lambda R: 12 * hopping(R) - repulsion(R), lowest, 12.0, xtol=1e-11)


R_c = float(np.real(-1 - lambertw(-5 / (96 * np.e), -1)))
assert abs(threshold(K_quadrature) - R_c) < 1e-6
x_c = 1 / R_c
assert abs(x_c - 0.21) < 0.005

# --- bandwidth from a periodic cluster of 4 x 4 x 4 donors
ring = np.roll(np.eye(4), 1, axis=0) + np.roll(np.eye(4), -1, axis=0)
one = np.eye(4)
cluster = -K(R_c) * (np.kron(np.kron(ring, one), one)
                     + np.kron(np.kron(one, ring), one)
                     + np.kron(np.kron(one, one), ring))
levels = np.linalg.eigvalsh(cluster)
assert abs(levels[-1] - levels[0] - U) < 1e-9

# --- logarithmic sensitivity to a factor multiplying the hopping
slope = -(1 + R_c) / R_c**2
step = 1e-3
x_up = 1 / threshold(lambda R: np.exp(step) * K(R))
x_down = 1 / threshold(lambda R: np.exp(-step) * K(R))
assert abs(np.log(x_up / x_down) / (2 * step) - slope) < 1e-5


# --- one electron and two bare cores, solved in prolate spheroidal coordinates
def two_core_levels(R, n_xi=8, n_eta=5):
    decay = 0.6 * R
    x, wx = laguerre.laggauss(30)
    xi = 1 + x / (2 * decay)
    wx = wx / (2 * decay)
    unit = np.eye(n_xi)
    X = np.array([laguerre.lagval(x, c) for c in unit])
    dX = np.array([laguerre.lagval(x, laguerre.lagder(c)) for c in unit])
    dX = 2 * decay * (dX - 0.5 * X)
    N0, N1, N2 = ((X * wx * xi**power) @ X.T for power in (0, 1, 2))
    D = (dX * wx * (xi**2 - 1)) @ dX.T
    eta, we = legendre.leggauss(30)
    lowest = []
    for parity in (0, 1):
        coefficients = np.eye(2 * n_eta)[parity::2]
        Y = np.array([legendre.legval(eta, c) for c in coefficients])
        dY = np.array([legendre.legval(eta, legendre.legder(c)) for c in coefficients])
        M0 = (Y * we) @ Y.T
        M2 = (Y * we * eta**2) @ Y.T
        E = (dY * we * (1 - eta**2)) @ dY.T
        H = R / 4 * (np.kron(D, M0) + np.kron(N0, E)) - R**2 / 2 * np.kron(N1, M0)
        metric = R**3 / 8 * (np.kron(N2, M0) - np.kron(N0, M2))
        lowest.append(eigh(H, metric, eigvals_only=True)[0])
    return np.array(lowest)


def converged_hopping(R):
    even, odd = two_core_levels(R)
    return 0.5 * (odd - even)


small_basis = two_core_levels(R_c)
large_basis = two_core_levels(R_c, 11, 7)
basis_shift = np.max(np.abs(small_basis - large_basis))
assert basis_shift < 1e-6
lcao_even = (-0.5 - J(R_c) - 0.5 * S(R_c) - K(R_c)) / (1 + S(R_c))
lcao_odd = (-0.5 - J(R_c) + 0.5 * S(R_c) + K(R_c)) / (1 - S(R_c))
assert small_basis[0] < lcao_even and small_basis[1] < lcao_odd


# --- all neighbour shells, without and with the overlap metric
def shell_widths(R, reach):
    steps = np.arange(-reach, reach + 1)
    sites = np.array(np.meshgrid(steps, steps, steps)).reshape(3, -1).T
    sites = sites[np.any(sites != 0, axis=1)]
    line = np.linspace(0, np.pi, 9)
    k = np.array(np.meshgrid(line, line, line)).reshape(3, -1).T
    phases = np.cos(k @ sites.T)
    distances = R * np.linalg.norm(sites, axis=1)
    resonance = phases @ K(distances)
    metric = 1 + phases @ S(distances)
    assert metric.min() > 0
    return np.ptp(resonance), np.ptp(resonance / metric)


width_all, width_metric = shell_widths(R_c, 5)
assert np.allclose(shell_widths(R_c, 4), (width_all, width_metric), rtol=1e-4)


# --- doubly occupied donor allowed to relax: two-exponent variational function
def pair_repulsions(p, q):
    direct = p * q * (p**2 + 3 * p * q + q**2) / (p + q)**3
    exchange = 20 * (p * q)**3 / (p + q)**5
    return direct, exchange


def double_donor_energy(exponents):
    p, q = np.abs(exponents)
    s = 8 * (p * q)**1.5 / (p + q)**3
    one_body = p**2 / 2 - p + q**2 / 2 - q + s**2 * (p * q - p - q)
    return (one_body + sum(pair_repulsions(p, q))) / (1 + s**2)


relaxed = minimize(double_donor_energy, [1.0, 0.4], method="Nelder-Mead",
                   options={"xatol": 1e-8, "fatol": 1e-12})
p, q = np.abs(relaxed.x)
direct = radial_repulsion(lambda r: 4 * p**3 * r**2 * np.exp(-2 * p * r),
                          lambda r: 4 * q**3 * r**2 * np.exp(-2 * q * r))


def mixed_density(r):
    return 4 * (p * q)**1.5 * r**2 * np.exp(-(p + q) * r)


exchange = radial_repulsion(mixed_density, mixed_density)
assert np.allclose(pair_repulsions(p, q), (direct, exchange), atol=1e-6)
assert relaxed.fun < -0.5
U_relaxed = relaxed.fun + 1.0
assert U_relaxed < U

# --- antiferromagnetic Hartree-Fock gap at half filling, energies in units of t
mesh = 2 * np.pi * np.arange(80) / 80
band = -2 * (np.cos(mesh + 0.031)[:, None, None]
             + np.cos(mesh + 0.017)[None, :, None]
             + np.cos(mesh + 0.043)[None, None, :])


def gap_sum(delta):
    return np.mean(0.5 / np.sqrt(band**2 + delta**2))


# equal growth at each halving of delta = logarithmic divergence: gap for any U > 0
growth = [gap_sum(d / 2) - gap_sum(d) for d in (0.8, 0.4)]
assert min(growth) > 0 and abs(growth[1] / growth[0] - 1) < 0.1
delta_af = brentq(lambda d: 12 * gap_sum(d) - 1, 0.1, 6.0)

# --- silicon with phosphorus: rough typical inputs
kappa, binding_meV = 11.7, 45.0
mass_t, mass_l = 0.19, 0.92
lattice_nm, valley_fraction, valley_gap_meV = 0.543, 0.85, 12.0
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree_meV = const.physical_constants["Hartree energy in eV"][0] * 1e3
energy_unit = 2 * binding_meV
a_nm = hartree_meV * bohr_nm / (kappa * energy_unit)
implied_mass = kappa * bohr_nm / a_nm


def critical_density(x, radius_nm):
    return (x / (radius_nm * 1e-7))**3


n_c = critical_density(x_c, a_nm)


# --- ellipsoidal donor: exp(-sqrt(rho^2/a^2 + z^2/b^2)), free-electron atomic units
def ellipsoid(m_t, m_l, dielectric):
    nodes, weights = gauss(0.0, 1.0)

    def energy(log_radii):
        a, b = np.exp(log_radii)
        kinetic = 1 / (3 * m_t * a**2) + 1 / (6 * m_l * b**2)
        inverse_r = np.sum(weights / np.sqrt(a**2 * (1 - nodes**2) + b**2 * nodes**2))
        return kinetic - inverse_r / dielectric

    start = np.log([dielectric / m_t, 0.7 * dielectric / m_t])
    best = minimize(energy, start, method="Nelder-Mead",
                    options={"xatol": 1e-9, "fatol": 1e-14})
    return best.fun, np.exp(best.x)


energy_iso, radii_iso = ellipsoid(1.0, 1.0, 1.0)
assert abs(energy_iso + 0.5) < 1e-8 and np.allclose(radii_iso, 1, atol=1e-3)
energy_aniso, radii = ellipsoid(mass_t, mass_l, kappa)
radii_nm = radii * bohr_nm
mean_nm = (radii_nm[0]**2 * radii_nm[1])**(1 / 3)

# --- interference of six valleys for spacings of whole cells along a cube axis
valleys = np.vstack([np.eye(3), -np.eye(3)]) * valley_fraction * 2 * np.pi
factors = [np.mean(np.cos(valleys @ np.array([cells, 0, 0]))) for cells in range(8, 29)]
f_min, f_max = min(factors), max(factors)
assert f_min > 1 / 3 - 1e-9 and f_max < 1 + 1e-9

# --- random positions: mean nearest-neighbour distance in units of n^(-1/3)
near = quad(lambda r: np.exp(-4 * np.pi * r**3 / 3), 0, 5)[0]
rng = np.random.default_rng(3)
points = rng.random((1500, 3))
gaps = np.abs(points[:, None, :] - points[None, :, :])
gaps = np.minimum(gaps, 1 - gaps)
squared = np.sum(gaps**2, axis=2)
np.fill_diagonal(squared, 9.0)
sampled = np.mean(np.sqrt(squared.min(axis=1))) * 1500**(1 / 3)
assert abs(sampled / near - 1) < 0.05  # sampling error is about one per cent

print("MODEL (effective atomic units)")
show("On-site repulsion U", U, "Ha*")
show("Threshold spacing R/a", R_c, digits=5)
show("n_c^(1/3) a", x_c, digits=4)
show("K at threshold", K(R_c), "Ha*")
show("Overlap S at threshold", S(R_c))
show("J at threshold", J(R_c), "Ha*")
show("Sensitivity dln(a/R)/dln f", slope)
print("LIMITS OF THE MODEL")
show("Pair-orthogonalised hopping / K", pair_hopping(R_c) / K(R_c))
show("Converged pair hopping / K", converged_hopping(R_c) / K(R_c))
show("Basis shift of pair levels", basis_shift, "Ha*", 2)
show("All-shell width / 12K, no overlap", width_all / U)
show("All-shell width / 12K, with overlap", width_metric / U)
show("Relaxed U (upper bound)", U_relaxed, "Ha*")
show("Neighbour repulsion V", V(R_c), "Ha*")
show("Antiferromagnetic gap / U at W=U", 2 * delta_af / 12)
print("n_c^(1/3) a WITH ONE CHANGE AT A TIME")
show("Pair-orthogonalised hopping", 1 / threshold(pair_hopping))
show("Converged pair hopping", 1 / threshold(converged_hopping))
show("Relaxed U", 1 / threshold(K, lambda R: U_relaxed))
show("U - V in place of U", 1 / threshold(K, lambda R: U - V(R)))
show("Criterion W = U/2", 1 / threshold(K, lambda R: U / 2))
show("Criterion W = 2U", 1 / threshold(K, lambda R: 2 * U, 1.0))
print("SILICON WITH PHOSPHORUS (rough inputs)")
show("Relative permittivity", kappa)
show("Binding energy", binding_meV, "meV")
show("Donor radius a", a_nm, "nm")
show("Mass implied by this radius", implied_mass, "m_e")
show("Critical spacing", R_c * a_nm, "nm")
show("W = U at threshold", U * energy_unit, "meV")
show("Critical density", n_c, "cm^-3", 3)
show("n_c, pair-orthogonalised hopping",
     critical_density(1 / threshold(pair_hopping), a_nm), "cm^-3", 3)
print("NEGLECTED IN THE SILICON EXAMPLE")
show("Transverse mass", mass_t, "m_e")
show("Longitudinal mass", mass_l, "m_e")
show("Ellipsoid binding energy", -energy_aniso * hartree_meV, "meV")
show("Ellipsoid transverse radius", radii_nm[0], "nm")
show("Ellipsoid longitudinal radius", radii_nm[1], "nm")
show("Geometric mean radius", mean_nm, "nm")
show("n_c with the mean radius", critical_density(x_c, mean_nm), "cm^-3", 3)
show("Cubic cell edge", lattice_nm, "nm")
show("Valley position / zone boundary", valley_fraction)
show("Smallest valley factor", f_min)
show("Largest valley factor", f_max)
show("n_c^(1/3) a at smallest factor", 1 / threshold(lambda R: f_min * K(R), lowest=1.0))
show("Valley-orbit gap", valley_gap_meV, "meV")
show("Valley-orbit gap / W", valley_gap_meV / (U * energy_unit))
show("Thermal energy at 4 K", const.k * 4 / const.e * 1e3, "meV", 3)
show("Thermal energy at 300 K", const.k * 300 / const.e * 1e3, "meV", 3)
show("Random mean neighbour distance / R", near)
show("K there / K at R", K(near * R_c) / K(R_c))
print("no test failed")
```

Running it gives:

```
MODEL (effective atomic units)
On-site repulsion U: 0.625 Ha*
Threshold spacing R/a: 4.6944
n_c^(1/3) a: 0.213
K at threshold: 0.05208 Ha*
Overlap S at threshold: 0.1193
J at threshold: 0.2129 Ha*
Sensitivity dln(a/R)/dln f: -0.2584
LIMITS OF THE MODEL
Pair-orthogonalised hopping / K: 0.5198
Converged pair hopping / K: 0.5723
Basis shift of pair levels: 1.6e-11 Ha*
All-shell width / 12K, no overlap: 1.095
All-shell width / 12K, with overlap: 0.9467
Relaxed U (upper bound): 0.4867 Ha*
Neighbour repulsion V: 0.2123 Ha*
Antiferromagnetic gap / U at W=U: 0.9263
n_c^(1/3) a WITH ONE CHANGE AT A TIME
Pair-orthogonalised hopping: 0.2609
Converged pair hopping: 0.253
Relaxed U: 0.2002
U - V in place of U: 0.1945
Criterion W = U/2: 0.181
Criterion W = 2U: 0.2605
SILICON WITH PHOSPHORUS (rough inputs)
Relative permittivity: 11.7
Binding energy: 45 meV
Donor radius a: 1.367 nm
Mass implied by this radius: 0.4528 m_e
Critical spacing: 6.42 nm
W = U at threshold: 56.25 meV
Critical density: 3.78e+18 cm^-3
n_c, pair-orthogonalised hopping: 6.94e+18 cm^-3
NEGLECTED IN THE SILICON EXAMPLE
Transverse mass: 0.19 m_e
Longitudinal mass: 0.92 m_e
Ellipsoid binding energy: 29.61 meV
Ellipsoid transverse radius: 2.436 nm
Ellipsoid longitudinal radius: 1.397 nm
Geometric mean radius: 2.024 nm
n_c with the mean radius: 1.17e+18 cm^-3
Cubic cell edge: 0.543 nm
Valley position / zone boundary: 0.85
Smallest valley factor: 0.3333
Largest valley factor: 1
n_c^(1/3) a at smallest factor: 0.3013
Valley-orbit gap: 12 meV
Valley-orbit gap / W: 0.2133
Thermal energy at 4 K: 0.345 meV
Thermal energy at 300 K: 25.9 meV
Random mean neighbour distance / R: 0.554
K there / K at R: 5.132
no test failed
```
